Heavy-light hole splitting of germanium under one percent biaxial compression

**Problem**

A germanium layer is compressed by 1 percent along both cube axes x and y of its (001) plane. The surface normal to z is free: nothing pushes or pulls on it. The shear deformation potential of the valence band is b = −2.86 eV. Rough values of the elastic constants are C11 ≈ 130 GPa, C12 ≈ 48 GPa and C44 ≈ 67 GPa, and the spin-orbit splitting is roughly Δ ≈ 0.3 eV.

(a) Estimate the splitting of the heavy and light hole bands at k = 0 in the four-band model, and say which band is on top.

(b) The four-band model leaves out the split-off band. How much does this change the answer?

Strains ε_ij are positive for stretching, so ε_xx = ε_yy = ε = −0.01. Energies are electron energies, so holes collect first in the highest level. "Heavy" and "light" denote the states with |m_J| = 3/2 and |m_J| = 1/2 along z. The strain is uniform and small enough for linear theory, and confinement in a thin layer is left out.

**A tempting solution**

In the four-band model the two levels are

E_HH = a(ε_xx + ε_yy + ε_zz) − b(ε_zz − ε_xx)

E_LH = a(ε_xx + ε_yy + ε_zz) + b(ε_zz − ε_xx)

where a is the hydrostatic deformation potential. It drops out of the difference:

E_HH − E_LH = −2b(ε_zz − ε_xx).

The layer is compressed along x and y, and nothing is done to it along z. Hence ε_zz = 0, and

E_HH − E_LH = −2 × (−2.86 eV) × (0 + 0.01) = 57.2 meV.

**Where it fails**

The level formula is right; it is derived below. The fault is the sentence "nothing is done to it along z, hence ε_zz = 0". Doing nothing along z means that no force acts on the surface, so the stress σ_zz vanishes. It does not mean that the strain vanishes. In a cubic crystal the two are related by

σ_zz = C11 ε_zz + C12(ε_xx + ε_yy).

With ε_zz = 0 this gives σ_zz = 2C12 ε, which is negative here: the layer would have to be held down by a compressive stress on its top surface. A free layer expands along z instead. This expansion adds to the difference ε_zz − ε_xx, so the tempting answer is too small.

The opposite guess, that the layer expands just enough to keep its volume, fails as well. It requires ε_zz = −2ε = 0.02, hence ε_zz − ε_xx = 0.03 and a splitting of 171.6 meV. The normal strain has to come from the elastic constants.

**The normal strain**

For a cubic crystal the elastic energy per volume is

u = ½C11(ε_xx² + ε_yy² + ε_zz²) + C12(ε_xx ε_yy + ε_yy ε_zz + ε_zz ε_xx) + ½C44(γ_yz² + γ_zx² + γ_xy²)

with the shear strains γ_ij = 2ε_ij. The in-plane strains are imposed: ε_xx = ε_yy = ε and γ_xy = 0. The other three adjust so that u is smallest. The out-of-plane shears enter only through their squares, with a positive coefficient, so γ_yz = γ_zx = 0. For the normal strain,

∂u/∂ε_zz = C11 ε_zz + C12(ε_xx + ε_yy) = C11 ε_zz + 2C12 ε = 0.

This is the condition σ_zz = 0, and since C11 > 0 it marks a minimum. Therefore

ε_zz = −(2C12/C11) ε.

With the rough constants, 2C12/C11 = 96/130 = 0.738, so

ε_zz = 0.738 × 0.01 = 0.00738.

A numerical minimization of u over the three free strains gives the same value.

The difference that sets the splitting will be called η:

η = ε_zz − ε_xx = −ε(1 + 2C12/C11) = 0.00738 + 0.01 = 0.01738.

The two guesses above can now be placed. Zero normal strain corresponds to C12 = 0, and constant volume to C12 = C11. A stable crystal has C12 < C11, because the strain ε_xx = −ε_yy = s costs the energy u = (C11 − C12)s², which must be positive. For any stable cubic crystal with positive C12 and this value of b, the four-band splitting at 1 percent compression therefore lies between 57.2 and 171.6 meV.

**The levels without spin**

At k = 0 the top of the valence band is built from three orbital states X, Y and Z, which are combinations of atomic p orbitals along the cube axes. A strain without shear components keeps the twofold rotations about these axes. The rotation about x leaves X unchanged and reverses the signs of Y and Z, and the other two rotations act correspondingly. No two of the states behave alike under all three rotations, so the strain cannot mix them. It can only shift them.

To first order in strain, X shifts by an amount l per unit strain along its own axis and by m per unit strain along either of the others:

E_X = l ε_xx + m(ε_yy + ε_zz).

The equivalence of the cube axes gives E_Y and E_Z by cyclic exchange, with the same l and m. It is convenient to write

l = a + 2b, m = a − b,

which is the same as a = (l + 2m)/3 and b = (l − m)/3. The constant a then describes the common shift and b the separation. With T = ε_xx + ε_yy + ε_zz and ε_xx = ε_yy = ε,

E_X = E_Y = aT + 2bε − b(ε + ε_zz) = aT − b(ε_zz − ε) = aT − bη

E_Z = aT + 2bε_zz − 2bε = aT + 2bη.

The mean of the three levels is aT, since −bη − bη + 2bη = 0. Because b is negative and η is positive, X and Y lie above this mean and Z lies below it.

**The levels with spin**

Spin-orbit coupling combines the orbital angular momentum 1 with the spin ½ into four states with J = 3/2 and two states with J = 1/2. The latter lie lower by Δ. The four-band model keeps the J = 3/2 states alone.

Let |+⟩ and |0⟩ be the orbital states with L_z = 1 and L_z = 0. The state |+⟩ is an equal mixture of X and Y, and |0⟩ is Z up to a phase. Since X and Y have the same energy, |+⟩ has the energy aT − bη, while |0⟩ has aT + 2bη.

The state with the largest m_J is

|3/2, 3/2⟩ = |+⟩↑.

Applying the lowering operator J₋ = L₋ + S₋ to both sides, with J₋|3/2, 3/2⟩ = √3 |3/2, 1/2⟩, L₋|+⟩ = √2 |0⟩ and S₋↑ = ↓, gives

|3/2, 1/2⟩ = √(2/3) |0⟩↑ + √(1/3) |+⟩↓.

The strain energy depends on the orbital state through L_z² alone, so it conserves m_J and does not distinguish m_J from −m_J. The four J = 3/2 states all have different m_J. The strain therefore does not mix them, and their energies are simple averages. For the heavy pair,

E_HH = aT − bη.

The light state is two thirds |0⟩ and one third |+⟩:

E_LH = aT + (2/3)(2bη) + (1/3)(−bη) = aT + bη.

These are the two levels used at the start. Their difference is

δ = E_HH − E_LH = −2bη = 2bε(1 + 2C12/C11).

Under compression b and ε are both negative, so δ is positive and the heavy pair is on top. Under tension δ changes sign and the light pair is on top. The physical reason is the orbital content. Relative to the common shift aT, compression in the plane raises X and Y, of which the heavy states consist entirely, and lowers Z, which makes up two thirds of the light states.

**Answer to (a)**

δ = 2 × 2.86 eV × 0.01738 = 99.4 meV = 1.593 × 10⁻²⁰ J.

With rough elastic constants this should be read as about 100 meV. Measured from the common shift aT, the heavy pair moves up by 49.7 meV and the light pair moves down by 49.7 meV. Quoting one of these shifts as the splitting would lose a factor of two.

The result is not very sensitive to the elastic constants. They enter through 1 + 2C12/C11 = 1.738, of which 0.738 depends on the ratio. A relative error of 5 percent in C12/C11 changes δ by 5 × 0.738/1.738, or about 2 percent. An error in b passes to δ in full proportion. This is the larger uncertainty for real germanium: values of b in use range from about −2.2 to −2.9 eV, and b = −2.16 eV would give δ = 75 meV, and about 65 meV in the six-band model treated below.

**The split-off band**

The four-band model is justified when |δ| is small compared with Δ. Here δ/Δ is about one third, so the neglected states deserve a calculation.

The J = 1/2 state with m_J = 1/2 is the combination orthogonal to the light state:

|1/2, 1/2⟩ = √(1/3) |0⟩↑ − √(2/3) |+⟩↓.

From here on, energies are measured from the J = 3/2 edge shifted by aT. The average strain energy of this state is

(1/3)(2bη) + (2/3)(−bη) = 0,

so it stays at −Δ. Its coupling to the light state is

c = √(2/3)√(1/3)(2bη) − √(1/3)√(2/3)(−bη) = (√2/3)(3bη) = √2 bη = −δ/√2.

The magnitude is 99.4/√2 = 70.3 meV, which is not small beside Δ. The heavy states have no partner with the same m_J among the J = 1/2 states, so they remain at δ/2.

For m_J = 1/2, and likewise for −1/2, there remain two states with energies −δ/2 and −Δ and coupling c. Their sum is −δ/2 − Δ and their difference is Δ − δ/2. The two-level formula gives

E± = ½[−δ/2 − Δ ± √((Δ − δ/2)² + 4c²)].

Under the root, 4c² = 2δ², and

(Δ − δ/2)² + 2δ² = Δ² − Δδ + δ²/4 + 2δ² = Δ² − Δδ + 9δ²/4.

Hence

E± = ½[−δ/2 − Δ ± √(Δ² − Δδ + 9δ²/4)].

The upper sign belongs to the light pair and the lower sign to the split-off pair. These names follow the levels continuously from small |δ|/Δ. When |δ| is no longer small beside Δ, each level is a marked mixture of J = 3/2 and J = 1/2.

**Answer to (b)**

For δ = 99.4 meV and Δ = 0.3 eV the light pair lies at −31.3 meV instead of −49.7 meV, and the split-off pair at −318.4 meV. The heavy pair stays at 49.7 meV. The splitting becomes

49.7 + 31.3 = 81.0 meV.

The four-band value is thus 23 percent larger than the six-band value. The figure of about 100 meV is the correct result of the four-band model, but within the same deformation-potential theory a better estimate is about 80 meV.

The direction of the change follows from an expansion for small x = δ/Δ. With √(1 + y) ≈ 1 + y/2 − y²/8 and y = −x + 9x²/4,

√(1 − x + 9x²/4) ≈ 1 − x/2 + 9x²/8 − x²/8 = 1 − x/2 + x².

Multiplying by Δ and inserting the result in E₊,

E₊ ≈ ½[−δ/2 − Δ + Δ − δ/2 + δ²/Δ] = −δ/2 + δ²/(2Δ).

The split-off states lie below the light states and push them up. The leading term of this push is δ²/(2Δ), which is 16.5 meV here. To this order the splitting under compression is

E_HH − E₊ ≈ δ − δ²/(2Δ) = 99.4 − 16.5 = 82.9 meV,

close to the 81.0 meV of the full formula.

**Tension, and weak spin-orbit coupling**

Under 1 percent tension δ = −99.4 meV. The four-band splitting has the same size, with the light pair on top. The leading term of the push, δ²/(2Δ), is even in δ, so it again raises the light pair, but now away from the heavy pair. The six-band splitting is 113.0 meV, larger than the four-band value. The equal splittings for compression and tension are therefore a property of the four-band model that the six-band model does not share.

The limit of vanishing Δ shows how the four-band picture breaks down. Under compression, δ > 0, the root tends to 3δ/2, and

E₊ → ½(−δ/2 + 3δ/2) = δ/2, E₋ → ½(−δ/2 − 3δ/2) = −δ.

The light level meets the heavy level and the splitting disappears, although the strain is still present. This agrees with the levels without spin: X and Y are degenerate at −bη = δ/2, and Z lies at 2bη = −δ. The separation of heavy from light states under compression thus needs spin-orbit coupling as well as strain. The four-band formula does not show this, because it takes Δ as infinitely large from the start.

**What the number means for holes**

At 300 K the thermal energy k_B T is 25.9 meV. The splitting is 3.85 k_B T in the four-band model and 3.13 k_B T in the six-band model. In both cases the light band edge lies several k_B T below the heavy one, so at low hole density the states near it are much less occupied by holes than those at the top. The choice of model still matters: the Boltzmann factor of the light edge relative to the heavy edge is larger in the six-band model by exp(3.85 − 3.13), about a factor of two. The actual share of holes in each band also depends on the densities of states, which a calculation at k = 0 does not supply. The names heavy and light describe the masses along z only. With the usual Luttinger parameters of germanium, the heavy band edge has a mass of about 0.2 m₀ along z but only about 0.06 m₀ in the plane, which is smaller than the in-plane mass of the light band edge.

The six-band value has limits of its own. It leaves out strain-induced coupling to more distant bands and terms of second order in the strain. In a thin channel, confinement shifts the two bands as well, and by a comparable amount. A layer strained coherently by 1 percent is in equilibrium only up to a thickness of roughly 10 nm; thicker layers are metastable. At 10 nm an infinite-well estimate lowers the light level by several tens of meV more than the heavy level, which adds to the splitting under compression. At 50 nm the addition is only a few meV. For a layer grown on a plane such as (110) or (111), shear strains appear in the cube axes. They mix X with Y in the first case and all three orbital states in the second, and a further deformation potential is then needed. The numerical output below lists the main values.

Calculated quantities

```
Shear deformation potential b: -2.86 eV
In-plane strain: -0.0100
C11, C12, C44 (rough inputs): 130, 48, 67 GPa
Spin-orbit splitting (rough input): 0.3 eV
Ratio 2 C12/C11: 0.738
Normal strain, formula: 0.00738
Normal strain, energy minimum: 0.00738
Strain difference e_zz - e_xx: 0.01738
Four-band HH shift without hydrostatic part: 49.7 meV
Four-band LH shift without hydrostatic part: -49.7 meV
Four-band splitting, formula: 99.4 meV
Four-band splitting, diagonalized: 99.4 meV
Four-band splitting in SI: 1.593e-20 J
Slip, normal strain set to zero: 57.2 meV
Slip, constant volume assumed: 171.6 meV
Slip, one level shift only: 49.7 meV
LH to split-off coupling: 70.3 meV
Six-band HH level: 49.7 meV
Six-band LH level: -31.3 meV
Six-band split-off level: -318.4 meV
Six-band splitting, compression: 81.0 meV
Six-band splitting, equal tension: 113.0 meV
Leading correction delta^2/(2 Delta): 16.5 meV
Four-band excess over six-band, compression: 23 percent
Thermal energy at 300 K: 25.9 meV
Four-band splitting / thermal energy: 3.85
Six-band splitting / thermal energy: 3.13
```
